\section*{Electron energy for ejecting a stationary carbon atom from graphene}

\section*{Problem}

A graphene sheet is imaged in a transmission electron microscope with the beam normal to the sheet. A carbon atom leaves the sheet along the normal if, just after an impact, its kinetic energy is at least the displacement threshold $W_d=17$~eV.

(a) What is the lowest electron kinetic energy that can eject an atom initially at rest?

(b) How much energy can such an atom receive at beam energies of 60, 80, 100 and 200~keV?

(c) How far does the answer to (a) move if the atom vibrates at room temperature, or if the threshold differs from 17~eV?

\section*{Model and conventions}

The impact is treated as an elastic collision between an electron and a free carbon atom. Bonds do not act during the impact; they enter through the given value of $W_d$. Radiation and electronic excitation are neglected.

The symbols $m$ and $M$ denote the rest energies of the electron and the atom, and $p$ and $P$ their momenta multiplied by the speed of light $c$. All these quantities are therefore energies. For an atom of mass 12~u,
\[
m=510.999\ \mathrm{keV},\qquad M=11177.93\ \mathrm{MeV}.
\]
The electron has kinetic energy $T$ and total energy $E=T+m$, so
\begin{equation}
p^2=E^2-m^2=T(T+2m).
\label{eq:p}
\end{equation}

\section*{Solution}

\subsection*{The largest energy transfer}

Let the atom recoil with kinetic energy $W$ at angle $\phi$ to the beam. Its total energy is $M+W$, hence
\begin{equation}
P^2=(M+W)^2-M^2=W(W+2M).
\label{eq:P}
\end{equation}
The electron leaves with energy $E-W$ and momentum $\mathbf p-\mathbf P$. Its rest energy is unchanged, so
\[
(E-W)^2-m^2=p^2+P^2-2pP\cos\phi .
\]
On the left, $E^2-m^2=p^2$ cancels the $p^2$ on the right. Inserting \eqref{eq:P} leaves
\[
-2EW+W^2=W^2+2MW-2pP\cos\phi ,
\]
and therefore
\[
pP\cos\phi=(E+M)W .
\]
Squaring, using \eqref{eq:P} again and dividing by $W\neq0$ gives
\[
p^2\cos^2\phi\,(W+2M)=(E+M)^2W .
\]
Collecting the terms in $W$,
\begin{equation}
W(\phi)=\frac{2Mp^2\cos^2\phi}{(E+M)^2-p^2\cos^2\phi}.
\label{eq:angle}
\end{equation}
As $\cos^2\phi$ grows, the numerator grows and the denominator, which stays positive because $E>p$, shrinks. The transfer is therefore largest for recoil along the beam, $\phi=0$. The denominator is then
\[
(E+M)^2-p^2=m^2+M^2+2M(T+m)=(M+m)^2+2MT ,
\]
so that
\begin{equation}
W_{\max}=\frac{2M\,T(T+2m)}{(M+m)^2+2MT}.
\label{eq:wmax}
\end{equation}
In this collision the electron turns straight back. The result follows from conservation laws alone, so it does not depend on the form of the force between electron and atom. The force determines how often such collisions occur.

\subsection*{(a) The threshold energy}

Set $W_{\max}=W_d$, multiply by the denominator and divide by $2M$:
\[
T^2+(2m-W_d)T-\frac{W_d(M+m)^2}{2M}=0 .
\]
The product of the two roots is negative, so one root is positive:
\[
T_{\rm th}=\frac{W_d}{2}-m+
\sqrt{\left(m-\frac{W_d}{2}\right)^2+\frac{W_d(M+m)^2}{2M}} .
\]
Under the root, the terms $-mW_d$ and $+mW_d$ cancel. What remains is
\[
m^2+\frac{W_d^2}{4}+\frac{m^2W_d}{2M}+\frac{MW_d}{2}
=\left(m^2+\frac{MW_d}{2}\right)\left(1+\frac{W_d}{2M}\right),
\]
which gives
\begin{equation}
T_{\rm th}=\frac{W_d}{2}-m+
\sqrt{\left(m^2+\frac{MW_d}{2}\right)\left(1+\frac{W_d}{2M}\right)} .
\label{eq:full}
\end{equation}

For hand calculation, use the fact that the atom is 21,875 times heavier than the electron. When $m$ and $T$ are both much smaller than $M$, the denominator of \eqref{eq:wmax} is nearly $M^2$, and
\begin{equation}
W_{\max}\simeq\frac{2T(T+2m)}{M}=\frac{(2p)^2}{2M}.
\label{eq:heavy}
\end{equation}
The electron reverses its momentum and the atom takes up $2p$. Since $T(T+2m)=(T+m)^2-m^2$, the threshold condition becomes
\begin{equation}
(T_{\rm th}+m)^2\simeq m^2+\frac{MW_d}{2}.
\label{eq:heavyT}
\end{equation}
With all energies in keV,
\begin{align*}
\frac{MW_d}{2}&=\frac{11177930\times0.017}{2}=95012\ \mathrm{keV^2},\\
T_{\rm th}&\simeq\sqrt{261120+95012}-510.999
=596.768-510.999=85.769\ \mathrm{keV}.
\end{align*}
The full formula \eqref{eq:full} gives 85.778~keV, so the heavy-atom approximation costs 8.5~eV (from unrounded values). A separate calculation, which transforms the collision to the centre-of-mass frame and back and searches for the energy at which the atom receives 17~eV, also gives 85.778~keV. To the precision that the input deserves,
\[
T_{\rm th}\approx 86\ \mathrm{keV}=1.4\times10^{-14}\ \mathrm{J}.
\]

\subsection*{The Newtonian limit}

For $T\ll m$, replace $T+2m$ by $2m$ in \eqref{eq:wmax} and drop $2MT$ beside $(M+m)^2$. This gives
\[
W_{\max}\simeq\frac{4mM}{(M+m)^2}\,T,\qquad
T_N=\frac{(M+m)^2}{4mM}\,W_d=92.98\ \mathrm{keV}.
\]
This estimate is 7.2~keV too high compared with \eqref{eq:full}. The reason lies in the momentum: from \eqref{eq:p}, $p^2=2mT(1+T/2m)$, which exceeds the Newtonian $2mT$ at the same kinetic energy. A relativistic electron therefore needs less kinetic energy to deliver the required momentum. At threshold its speed is $0.517c$, and the factor $1+T/2m$ is about 1.08.

\subsection*{(b) Four beam energies}

Equation \eqref{eq:wmax} gives the following values for an atom at rest.

\begin{center}
\begin{tabular}{ccc}
\hline
Beam energy (keV) & $W_{\max}$ (eV) & Reaches 17 eV?\\
\hline
60 & 11.61 & no\\
80 & 15.77 & no\\
100 & 20.07 & yes\\
200 & 43.72 & yes\\
\hline
\end{tabular}
\end{center}

The transfer grows faster than the beam energy because of the factor $T+2m$. A ``yes'' means that ejection is possible, not that every collision causes it. To see which collisions suffice, let $\theta$ be the deflection in the centre-of-mass frame. There the atom has momentum $-q$ along the beam before the collision and $-q\cos\theta$ after it, while its energy is unchanged. Let $\beta$ be the speed of this frame divided by $c$, and $\gamma=1/\sqrt{1-\beta^2}$. Transforming back to the laboratory gives the energy gain
\[
W=\gamma\beta\,q(1-\cos\theta)=2\gamma\beta q\sin^2\frac{\theta}{2}
=W_{\max}\sin^2\frac{\theta}{2},
\]
where the last step uses $W=W_{\max}$ at $\theta=180^\circ$. By \eqref{eq:angle}, whose denominator is nearly constant for a heavy atom, $W\simeq W_{\max}\cos^2\phi$, so a smaller transfer also means a recoil tilted away from the normal. Assume that the threshold of 17~eV holds for such tilted recoils too. At 100~keV, ejection then requires $\sin^2(\theta/2)\ge17/20.07=0.847$, or $\theta\ge134^\circ$, which corresponds to recoils within about $23^\circ$ of the normal. This window depends on the assumption: if only the kinetic energy of the motion along the normal counted, it would narrow to $\theta\ge147^\circ$ and about $16^\circ$. At the threshold energy this angular window shrinks to the single direction $\theta=180^\circ$. The energy found in (a) thus marks an onset; a damage rate would also need the scattering cross-section and the electron dose.

\subsection*{(c) Vibration and the value of the threshold}

Suppose the atom already moves along the beam with kinetic energy $K$, and hence momentum $\sqrt{2MK}$. Its speed is tiny compared with that of the electron, so a head-on impact still adds nearly $2p$. The atom must finish with momentum $\sqrt{2MW_d}$, which requires
\begin{equation}
2p=\sqrt{2M}\left(\sqrt{W_d}-\sqrt K\right).
\label{eq:moving}
\end{equation}
By comparison with \eqref{eq:heavy}, the atom behaves like one at rest with the lower threshold
\[
W_{\rm eff}=\left(\sqrt{W_d}-\sqrt K\right)^2=W_d-2\sqrt{W_dK}+K .
\]
The cross term makes even a small $K$ matter.

To estimate $K$, treat the motion along the normal as a set of harmonic modes. A mode with quantum $\varepsilon$ at temperature $T_s$ has mean energy
\[
\varepsilon\left(\frac12+\frac1{e^{\varepsilon/k_BT_s}-1}\right)
=\frac{\varepsilon}{2}\coth\frac{\varepsilon}{2k_BT_s},
\]
half of which is kinetic. For bending waves whose frequency is proportional to the square of the wavenumber, the number of modes below a given wavenumber in two dimensions is proportional to that square, and hence to the frequency. The modes are then spread evenly in $\varepsilon$. In graphene this law holds only for long acoustic bending waves, and half of the out-of-plane modes belong to an optical branch, so what follows is a crude model of the spectrum. Extending the even spread to a rough top energy $\varepsilon_t=110$~meV gives
\[
K=\frac1{\varepsilon_t}\int_0^{\varepsilon_t}
\frac{\varepsilon}{4}\coth\frac{\varepsilon}{2k_BT_s}\,d\varepsilon .
\]
At zero temperature the hyperbolic cotangent is 1 and $K=\varepsilon_t/8=13.75$~meV. At 300~K the integral gives about 19~meV, corresponding to an rms speed of about 550~m/s; the unrounded values are kept in the calculation below. A fourth-neighbour force-constant model of the out-of-plane modes gives about 16~meV at zero temperature, 20~meV at 300~K and 570~m/s, so the room-temperature estimate is good to about ten per cent in $K$. In the even-spread model 74\% of the kinetic energy is zero-point energy, and cooling the sheet lowers the rms speed by at most 14\%; the force-constant model gives about 81\% and 10\%. Cooling cannot remove the motion, but it thins the far tail of the velocity distribution, by an amount that depends on the spectrum (see the last section).

For an atom moving along the beam at the rms speed,
\[
W_{\rm eff}=(4.123-0.136)^2\ \mathrm{eV}=15.9\ \mathrm{eV},
\]
and \eqref{eq:heavyT} gives a required electron energy of 80.6~keV. The shift is $-5.2$~keV. An atom moving against the beam needs more energy than one at rest. Motion within the sheet is left out here. If the total kinetic energy counts, 30 to 40~meV along one in-plane direction would lower the threshold by a further 0.3 to 0.4~keV, and 35~meV along each of the two directions by 0.6 to 0.7~keV. If only the motion along the normal counts, it has no effect.

The effect of the threshold follows by differentiating \eqref{eq:heavyT}:
\[
2(T_{\rm th}+m)\,dT_{\rm th}=\frac M2\,dW_d,\qquad
\frac{dT_{\rm th}}{dW_d}=\frac{M}{4(T_{\rm th}+m)}
=4.68\ \mathrm{keV\ per\ eV}.
\]
For a stationary atom, thresholds of 16, 18, 20 and 22~eV give 81.1, 90.4, 99.7 and 108.8~keV. An uncertainty of 1~eV in $W_d$ therefore matters about as much as motion at one rms speed. The speeds are distributed, however, so vibration does not give one shift but smears the onset: an atom moving at five times the rms speed needs only 61~keV. The apparent shift depends on how rare an ejection can still be detected, and can be several times larger than 5~keV.

\section*{Validity and use in the microscope}

The free-atom picture requires a brief impact. At threshold the electron crosses a bond length of roughly 0.142~nm in 0.92~as, while the shortest vibration period in the model is 37.6~fs. Even if the atom had its full recoil speed of 16.5~km/s from the start, it would move only $1.5\times10^{-5}$~nm during the passage. The bonds have no time to respond mechanically. Using the mass of the bare nucleus instead of the atom would lower the threshold by 22~eV, which is negligible here. At the same $W_d$, an atom of mass 13~u would need 92.4~keV.

The threshold of 17~eV is an input, and it is low for an atom inside a perfect sheet, for which calculations and fits to measured damage rates give about 21~eV or more. The following comparison first uses 17~eV and includes the motion of the atoms. At 80~keV, equation \eqref{eq:moving} asks for a speed along the beam of about 1.1 times the rms value, which is a common fluctuation. With $W_d=17$~eV the model therefore does not make 80~keV safe, although it lies below the stationary threshold. This conclusion depends strongly on $W_d$: with 22~eV, the required speed at 80~keV would be about 5.3 times the rms value. At 60~keV and $W_d=17$~eV the required speed is also about 5.3 times the rms value. For the Gaussian velocity distribution of harmonic modes in thermal equilibrium, the even-spread model gives this a probability of about $7\times10^{-8}$ at 300~K and about a hundred times less at zero temperature. These tail values are sensitive to $K$: the force-constant model gives about $2\times10^{-7}$ at 300~K and only about twenty times less at zero temperature. For atoms held by 17~eV this favours 60~keV over 80~keV, provided that direct impact is the dominant damage process. For an intact sheet with $W_d$ near 22~eV, ejection at 80~keV is already about as rare, and the comparison does not call for the lower energy. Atoms at edges or beside vacancies are less firmly held and need their own values of $W_d$. Electronic excitation and reactions with residual gas can also cause damage, and collision kinematics sets no limit on them.

\section*{Computed results}
\begin{verbatim}
Electron rest energy: 510.999 keV
Carbon-12 atom rest energy: 11177.93 MeV
Mass ratio atom/electron: 21874.7
Displacement threshold (input): 17.0 eV
Threshold electron energy, full formula: 85.778 keV
Same, root search on boosted collision: 85.778 keV
Same, heavy-atom limit: 85.769 keV
Recoil correction (full - heavy): 8.5 eV
Newtonian estimate: 92.98 keV
Newtonian excess over full: 7.20 keV
Electron momentum times c at threshold: 308.26 keV
Electron speed/c at threshold: 0.5165
Largest transfer at 60 keV: 11.61 eV
Largest transfer at 80 keV: 15.77 eV
Largest transfer at 100 keV: 20.07 eV
Largest transfer at 200 keV: 43.72 eV
Least deflection ejecting at 100 keV: 133.9 deg
Sensitivity dT/dW_d: 4.68 keV per eV
Electron energy if W_d = 16 eV: 81.08 keV
Electron energy if W_d = 18 eV: 90.44 keV
Electron energy if W_d = 20 eV: 99.67 keV
Electron energy if W_d = 22 eV: 108.75 keV
Sheet temperature (input): 300 K
Top normal vibration energy (rough input): 110 meV
Zero-point kinetic energy along normal: 13.75 meV
Kinetic energy along normal at 300 K: 18.52 meV
Rms normal speed at 300 K: 546 m/s
Threshold, atom at +1 rms speed, formula: 80.58 keV
Same, boosted collision: 80.59 keV
Shift due to this motion: -5.19 keV
Shift if bare nuclear mass is used: -21.8 eV
Threshold for atom of mass 13 u: 92.38 keV
Bond length (rough input): 0.142 nm
Electron passage time over a bond: 0.917 as
Shortest normal vibration period: 37.6 fs
Recoil speed of atom at 17 eV: 16.53 km/s
Atom's path during passage: 1.52e-05 nm
\end{verbatim}
